\section*{Two-Body Phase Space and the Centre-of-Mass Cross Section}

\section{Result and conventions}

Two particles 1 and 2 collide and produce two particles 3 and 4. In the centre-of-mass (CM) frame, let $p_i$ and $p_f$ be the magnitudes of the momenta before and after the collision, let $\sqrt s$ be the total energy, and let $d\Omega$ be the element of solid angle for the direction of particle 3. Two-body phase space is
\begin{equation}
d\Phi_2=\frac{p_f}{16\pi^2\sqrt s}\,d\Omega ,
\label{ps}
\end{equation}
and the differential cross section is
\begin{equation}
\left(\frac{d\sigma}{d\Omega}\right)_{\rm CM}
=\frac{p_f}{64\pi^2 s\,p_i}\,|M|^2 .
\label{cs}
\end{equation}

Units are $\hbar=c=1$, and the metric has signs $(+,-,-,-)$. The invariant amplitude $M$ refers to states normalized to $2E$ particles per unit volume. The definition behind \eqref{ps} is
\begin{equation}
d\Phi_2=(2\pi)^4\delta^4(P-p_3-p_4)
\frac{d^3p_3}{(2\pi)^3 2E_3}\frac{d^3p_4}{(2\pi)^3 2E_4},
\label{def}
\end{equation}
where $P=p_1+p_2$ and $P^2=s$. It is understood that the four-dimensional delta function is integrated out, which leaves two free variables, the angles of particle 3.

The energy must lie above both thresholds, $\sqrt s>m_1+m_2$ and $\sqrt s>m_3+m_4$. The interaction is assumed to conserve total energy and momentum, the particles are taken as free long before and long after the collision, and $M$ must be finite at the angle considered. Perturbation theory, if it is used, enters only in the computation of $M$.

\section{From the amplitude to a cross section}

Put the system in a large periodic box of volume $V$ and let the interaction act for a long time $T$. A state with $2E$ particles per unit volume has $2EV$ particles in the box. To describe one particle, its wave function must be divided by $\sqrt{2EV}$. With one such factor for each of the four particles, the transition amplitude is
\begin{equation}
S_{fi}=i(2\pi)^4\delta^4(P-p_3-p_4)\,M
\prod_{j=1}^{4}\frac{1}{\sqrt{2E_jV}} .
\label{sfi}
\end{equation}

The probability contains the square of the delta function. In a finite space-time region, $(2\pi)^4\delta^4(q)$ stands for $\int d^4x\,e^{iq\cdot x}$. One factor sets $q=0$ in the other, which then equals the volume of the region:
\begin{equation}
\left[(2\pi)^4\delta^4(q)\right]^2\to(2\pi)^4\delta^4(q)\,VT .
\end{equation}
The replacement holds in the limit of large $V$ and $T$.

Periodic boundary conditions allow the momenta $\mathbf p=2\pi\mathbf n/V^{1/3}$ with integer $\mathbf n$, so $d^3p$ contains $V\,d^3p/(2\pi)^3$ states. The probability of reaching the final states in $d^3p_3\,d^3p_4$ is
\begin{align}
dW&=(2\pi)^4\delta^4(P-p_3-p_4)\,VT\,
\frac{|M|^2}{16E_1E_2E_3E_4V^4}\,
\frac{V d^3p_3}{(2\pi)^3}\frac{V d^3p_4}{(2\pi)^3}\nonumber\\
&=\frac{T}{V}\,\frac{|M|^2}{4E_1E_2}\,d\Phi_2 .
\end{align}
The factors $2E_3$ and $2E_4$ have gone into $d\Phi_2$.

A cross section is a transition rate divided by the incident flux. The rate is $dW/T$. For collinear beams with one particle of each kind in the box, the flux is $|\mathbf v_1-\mathbf v_2|/V$. Therefore
\begin{equation}
d\sigma=\frac{|M|^2\,d\Phi_2}{F},\qquad
F=4E_1E_2|\mathbf v_1-\mathbf v_2| ,
\label{master}
\end{equation}
and both $V$ and $T$ have cancelled.

\section{Reducing the phase space}

\subsection{The momentum delta function}

In the CM frame $P=(\sqrt s,\mathbf 0)$. The delta function factorizes into $\delta(\sqrt s-E_3-E_4)\,\delta^3(\mathbf p_3+\mathbf p_4)$. Integration over $\mathbf p_4$ sets $\mathbf p_4=-\mathbf p_3$. Write $p=|\mathbf p_3|$ and $d^3p_3=p^2dp\,d\Omega$. The constants combine as $(2\pi)^4/(2\pi)^6=1/(4\pi^2)$, and the energy factors supply another $1/4$:
\begin{equation}
d\Phi_2=\frac{1}{16\pi^2}\,\frac{p^2\,dp\,d\Omega}{E_3E_4}\,
\delta\!\left(\sqrt s-E_3-E_4\right),
\label{onedelta}
\end{equation}
with $E_3=\sqrt{p^2+m_3^2}$ and $E_4=\sqrt{p^2+m_4^2}$.

\subsection{The energy delta function}

A delta function of a function with one simple root equals a delta function at the root divided by the magnitude of the slope there. Since $dE/dp=p/E$, the slope of the total energy is
\begin{equation}
\frac{d(E_3+E_4)}{dp}=\frac{p}{E_3}+\frac{p}{E_4}
=\frac{p\,(E_3+E_4)}{E_3E_4} .
\end{equation}
It is positive for $p>0$, so the total energy rises steadily from $m_3+m_4$. Above threshold there is one root, $p=p_f$, where $E_3+E_4=\sqrt s$. Integration over $p$ gives
\begin{equation}
d\Phi_2=\frac{1}{16\pi^2}\,\frac{p_f^2}{E_3E_4}\,
\frac{E_3E_4}{p_f\sqrt s}\,d\Omega
=\frac{p_f}{16\pi^2\sqrt s}\,d\Omega ,
\end{equation}
which is \eqref{ps}. One power of $p_f$ and both energies cancel against the slope.

\subsection{The final momentum}

Both particles have the same $p_f$, so $E_4^2-E_3^2=m_4^2-m_3^2$. Inserting $E_4=\sqrt s-E_3$ gives $s-2\sqrt s\,E_3=m_4^2-m_3^2$, hence
\begin{equation}
E_3=\frac{s+m_3^2-m_4^2}{2\sqrt s} .
\end{equation}
Then $p_f^2=E_3^2-m_3^2$ is a difference of squares:
\begin{align}
4s\,p_f^2&=(s+m_3^2-m_4^2)^2-4s\,m_3^2\nonumber\\
&=\left[(\sqrt s+m_3)^2-m_4^2\right]\left[(\sqrt s-m_3)^2-m_4^2\right]\nonumber\\
&=\left[s-(m_3+m_4)^2\right]\left[s-(m_3-m_4)^2\right].
\label{pf}
\end{align}
The last line regroups the four linear factors $\sqrt s\pm m_3\pm m_4$. The first bracket vanishes at threshold, where the available phase space closes. The same formula with $m_1,m_2$ gives $p_i$.

The total phase space is $4\pi$ times the coefficient in \eqref{ps}, that is $p_f/(4\pi\sqrt s)$. For massless products $p_f=\sqrt s/2$, and the total is $1/(8\pi)$.

\subsection{Other frames}

The measure is Lorentz invariant because
\begin{equation}
\frac{d^3p}{2E}=\int dp^0\,\theta(p^0)\,\delta(p^2-m^2)\,d^3p .
\end{equation}
Here the argument of the delta function, $(p^0)^2-E^2$, has slope $2E$ at $p^0=E$. Under boosts and rotations, $d^4p$, $p^2$ and the sign of $p^0$ for a physical particle are unchanged. The four-dimensional delta function is also invariant. Formula \eqref{ps} may therefore be used in any frame, provided that $p_f$ and $d\Omega$ keep their CM meaning. Phase space is uniform in the CM solid angle, not in general in the solid angle of a moving frame.

\section{The flux factor}

In the CM frame the velocities are opposite, with magnitudes $p_i/E_1$ and $p_i/E_2$. Hence
\begin{equation}
F=4E_1E_2\left(\frac{p_i}{E_1}+\frac{p_i}{E_2}\right)
=4p_i(E_1+E_2)=4p_i\sqrt s .
\label{flux}
\end{equation}

To compare frames, let both particles move along $z$ with signed momenta $k_1$ and $k_2$. Then $p_1\cdot p_2=E_1E_2-k_1k_2$ and $m_j^2=E_j^2-k_j^2$, so
\begin{align}
(p_1\cdot p_2)^2-m_1^2m_2^2
&=(E_1E_2-k_1k_2)^2-(E_1^2-k_1^2)(E_2^2-k_2^2)\nonumber\\
&=E_1^2k_2^2+E_2^2k_1^2-2E_1E_2k_1k_2\nonumber\\
&=(E_1k_2-E_2k_1)^2=E_1^2E_2^2(v_1-v_2)^2 .
\end{align}
For collinear beams,
\begin{equation}
F=4\sqrt{(p_1\cdot p_2)^2-m_1^2m_2^2} .
\label{inv}
\end{equation}
The right side is invariant, so $F$ has the same value in the CM frame and in the rest frame of a target.

The velocity expression itself is not invariant under a boost across the beam. Starting from the CM frame, such a boost multiplies both energies by $\gamma$ and leaves the $z$ momenta unchanged. The $z$ velocities are divided by $\gamma$, and the two particles acquire the same transverse velocity. Thus $E_1E_2|\mathbf v_1-\mathbf v_2|$ is multiplied by $\gamma^2/\gamma=\gamma$, which is $1.25$ for a boost velocity of $0.6$. An invariant cross section for non-collinear beams uses \eqref{inv} for $F$.

\section{The cross section and its meaning}

Inserting \eqref{ps} and \eqref{flux} into \eqref{master} gives
\begin{equation}
\frac{d\sigma}{d\Omega}
=\frac{1}{4p_i\sqrt s}\,\frac{p_f}{16\pi^2\sqrt s}\,|M|^2
=\frac{p_f}{64\pi^2s\,p_i}\,|M|^2 .
\end{equation}

The factor $p_f$ comes from the density of final states, and $1/p_i$ comes from the flux. In elastic scattering they cancel. If the products are heavier than the incident particles, and $M$ tends to a finite non-zero value at threshold, the cross section starts in proportion to $p_f$. If the products are lighter, $p_f$ stays finite as $p_i\to0$, and for finite non-zero $M$ the cross section grows as $1/p_i$: slow particles give a small flux for the same reaction rate.

For unpolarized beams and undetected final spins, $|M|^2$ is averaged over initial spins and summed over final spins. If particles 3 and 4 are identical, the directions $\Omega$ and $-\Omega$ describe the same final state. The total cross section is then half the integral over the full sphere.

\subsection{The low-velocity limit}

The numerical factor in \eqref{cs} can be compared with ordinary quantum mechanics. Let two slow, distinguishable particles interact through a weak potential $U(\mathbf r_1-\mathbf r_2)$ in elastic scattering, and define $\tilde U(\mathbf q)=\int d^3r\,e^{-i\mathbf q\cdot\mathbf r}U(\mathbf r)$. With one-particle plane waves $V^{-1/2}e^{i\mathbf p\cdot\mathbf r}$, first-order perturbation theory gives
\begin{equation}
S_{fi}=-i(2\pi)^4\delta^4(P-p_3-p_4)\,\frac{\tilde U(\mathbf q)}{V^2},
\end{equation}
where $\mathbf q$ is the momentum transfer. At low velocity the product in \eqref{sfi} is $1/(4m_1m_2V^2)$, so $M=-4m_1m_2\tilde U$. With $p_f=p_i$ and $s=(m_1+m_2)^2$,
\begin{equation}
\frac{d\sigma}{d\Omega}
=\frac{16m_1^2m_2^2|\tilde U|^2}{64\pi^2(m_1+m_2)^2}
=\left(\frac{\mu}{2\pi}\right)^2|\tilde U|^2,\qquad
\mu=\frac{m_1m_2}{m_1+m_2} .
\end{equation}
This is the Born cross section.

Take $U=U_0e^{-r^2/2R^2}$, for which $\tilde U=U_0(2\pi)^{3/2}R^3e^{-q^2R^2/2}$. Choose $p_iR=1$ and $\lambda=2\mu U_0R^2=0.01$. Since $q^2=2p_i^2(1-\cos\theta)$, the total is
\begin{align}
\sigma&=2\pi\,\frac{\mu^2}{4\pi^2}\,U_0^2(2\pi)^3R^6
\int_{-1}^{1}e^{-2(1-x)}dx\nonumber\\
&=\pi^2\lambda^2\,\frac{1-e^{-4}}{2}\,R^2
=4.8444\times10^{-4}R^2 .
\end{align}
Phase shifts from the radial Schr\"odinger equation, with the cross section averaged over both signs of $U_0$ to remove the term cubic in $\lambda$, give $4.844\times10^{-4}R^2$, in agreement to these four figures. The phase-shift calculation uses neither the box nor the golden rule. With $M=-4m_1m_2\tilde U$ fixed by the normalization of states, the agreement tests the absolute factor $1/(64\pi^2)$.

\section{Example: $e^+e^-\to\mu^+\mu^-$}

\subsection{The squared amplitude}

Let particles 1 and 2 be the electron and positron, and 3 and 4 the $\mu^-$ and $\mu^+$. At lowest order in QED one photon of squared four-momentum $s$ connects two currents. Its propagator is $-ig_{\mu\nu}/s$, and each vertex contributes $ie\gamma^\mu$, so
\begin{equation}
M=\frac{e^2}{s}\,[\bar v_2\gamma^\mu u_1]\,[\bar u_3\gamma_\mu v_4],
\qquad e^2=4\pi\alpha .
\end{equation}
The spinors satisfy $\sum u\bar u=\gamma\cdot p+m$ and $\sum v\bar v=\gamma\cdot p-m$ when summed over spin. The electron current then gives the tensor
\begin{equation}
L^{\mu\nu}=\mathrm{Tr}\left[(\gamma\cdot p_2-m_e)\gamma^\mu
(\gamma\cdot p_1+m_e)\gamma^\nu\right].
\end{equation}
Traces of an odd number of gamma matrices vanish. The others follow from $\mathrm{Tr}\,\gamma^\mu\gamma^\nu=4g^{\mu\nu}$ and
\begin{equation}
\mathrm{Tr}\,\gamma^\alpha\gamma^\mu\gamma^\beta\gamma^\nu
=4(g^{\alpha\mu}g^{\beta\nu}-g^{\alpha\beta}g^{\mu\nu}
+g^{\alpha\nu}g^{\mu\beta}) .
\end{equation}
Since $s=2m_e^2+2p_1\cdot p_2$,
\begin{align}
L^{\mu\nu}&=4\left[p_2^\mu p_1^\nu+p_2^\nu p_1^\mu
-g^{\mu\nu}(p_1\cdot p_2+m_e^2)\right]\nonumber\\
&=4\left[p_2^\mu p_1^\nu+p_2^\nu p_1^\mu-\tfrac{s}{2}g^{\mu\nu}\right].
\end{align}

In the CM frame both energies equal $\sqrt s/2$ and the momenta are $\pm\mathbf p$. Thus $L^{00}=4(s/2-s/2)=0$, and $L^{0i}=0$ because the two momentum terms cancel. For spatial indices $g^{ij}=-\delta^{ij}$, so
\begin{equation}
L^{ij}=2s\,\delta^{ij}-8p^ip^j .
\end{equation}
The muon tensor has the same form with the muon momentum $\mathbf k$. Lowering its two spatial indices produces two minus signs, which cancel. With $\mathbf p\cdot\mathbf k=pk\cos\theta$, the contraction is
\begin{align}
C&=\sum_{ij}(2s\delta^{ij}-8p^ip^j)(2s\delta^{ij}-8k^ik^j)\nonumber\\
&=12s^2-16s(p^2+k^2)+64p^2k^2\cos^2\theta\nonumber\\
&=4s^2+16s(m_e^2+m_\mu^2)+64p^2k^2\cos^2\theta ,
\end{align}
where $p^2=s/4-m_e^2$ and $k^2=s/4-m_\mu^2$ were used. Averaging over the four initial spin states gives $|M|^2=e^4C/(4s^2)$. With the CM velocities $\beta_e=2p/\sqrt s$ and $\beta_\mu=2k/\sqrt s$,
\begin{equation}
|M|^2=e^4\left[1+\frac{4(m_e^2+m_\mu^2)}{s}
+\beta_e^2\beta_\mu^2\cos^2\theta\right].
\label{amp}
\end{equation}

\subsection{The total cross section}

Set $a=m_e^2/s$ and $b=m_\mu^2/s$, so that $\beta_e^2=1-4a$ and $\beta_\mu^2=1-4b$. The average of $\cos^2\theta$ over the sphere is $1/3$, and the averaged bracket in \eqref{amp} is
\begin{align}
1+4(a+b)+\tfrac13(1-4a)(1-4b)
&=\tfrac43+\tfrac83(a+b)+\tfrac{16}{3}ab\nonumber\\
&=\tfrac43(1+2a)(1+2b) .
\end{align}
Here $p_f/p_i=\beta_\mu/\beta_e$ and $e^4=16\pi^2\alpha^2$. Multiplication by $4\pi p_f/(64\pi^2s\,p_i)$ yields
\begin{equation}
\sigma=\frac{4\pi\alpha^2}{3s}\,\frac{\beta_\mu}{\beta_e}
\left(1+\frac{2m_e^2}{s}\right)\left(1+\frac{2m_\mu^2}{s}\right).
\label{total}
\end{equation}

\subsection{Numbers at 300 MeV}

With $m_e=0.511$ MeV and $m_\mu=105.658$ MeV, equation \eqref{pf} gives $p_i=149.999$ MeV and $p_f=106.472$ MeV, so $p_f/p_i=0.7098$. The total phase space is
\begin{equation}
\Phi_2=\frac{106.472}{4\pi\times300}=0.02824 .
\end{equation}
Direct integration of \eqref{def} in a frame with total momentum 100 MeV, with a narrow Gaussian in place of the energy delta function, gives the same value to these digits. The mean of $\cos^2\theta$ for the CM angle is $0.3333$ there, as uniformity requires.

At $90^\circ$, $|M|^2=0.012582$. Using $1\ {\rm MeV}^{-2}=3.8938\times10^{11}$ nb,
\begin{equation}
\frac{d\sigma}{d\Omega}
=\frac{0.7098\times0.012582}{64\pi^2\times300^2}\ {\rm MeV}^{-2}
=61.2\ {\rm nb/sr} .
\end{equation}
In the forward direction it is $81.8$ nb/sr. The total follows from \eqref{total}; the factor $1+2m_e^2/s$ differs from one by $6\times10^{-6}$, and $1/\beta_e$ is already contained in $0.7098$:
\begin{equation}
\sigma=965.05\ {\rm nb}\times0.7098\times1.2481=855\ {\rm nb} .
\end{equation}
The first number is $4\pi\alpha^2/(3s)$, the lowest-order value for massless particles. Higher-order QED corrections are omitted throughout, so the last digits serve to check the formulas, not to predict a measured rate. Relative to the massless value, the smaller final momentum reduces the cross section by 29 per cent, while the muon mass in the amplitude raises it by 25 per cent. Phase space alone would overstate the suppression.

\subsection{High energy and threshold}

Neglect the electron mass and put $x=4m_\mu^2/s$. For small $x$, the ratio of $\sigma$ to its massless value is
\begin{equation}
\sqrt{1-x}\left(1+\frac x2\right)
=\left(1-\frac x2-\frac{x^2}{8}\right)\left(1+\frac x2\right)+O(x^3)
=1-\frac38x^2+O(x^3) .
\end{equation}
The linear corrections from phase space and amplitude cancel. At 1000 MeV the momentum ratio is still $0.977$, but the cross section is $0.9992$ of the massless value.

Near threshold $s\to4m_\mu^2$, the last factor in \eqref{total} tends to $3/2$, and $\sigma$ is proportional to $\beta_\mu$. For a small excess energy $\epsilon=\sqrt s-2m_\mu$, $\beta_\mu^2\simeq\epsilon/m_\mu$, so four times the excess should double the cross section. The tree-level ratio between $\epsilon=0.04$ and $0.01$ MeV is $1.999$.

This threshold law needs both the kinematic factor $p_f$ and an amplitude that stays finite at threshold. The tree amplitude stays finite, but it is not reliable there. The produced muons attract each other. At a separation of order $1/p_f$ their Coulomb energy is of order $\alpha p_f$, compared with a kinetic energy $p_f^2/m_\mu$. The ratio is of order $\alpha/\beta_\mu$. For slow muons the attraction multiplies the rate by the Coulomb density at zero separation, $X/(1-e^{-X})$ with $X=\pi\alpha/\beta_\mu$, so the tree amplitude needs $\beta_\mu\gg\pi\alpha$. At 212 MeV, where $\beta_\mu=0.080$ is eleven times $\alpha$, this factor is still about $1.15$. At $\epsilon=0.01$ MeV, $\beta_\mu$ is about $0.01$, comparable with $\alpha=0.0073$, so the tree-level value there does not predict the physical rate. The Coulomb factor is $2.60$ at $\epsilon=0.01$ MeV and $1.70$ at $0.04$ MeV, which turns the ratio $1.999$ into $1.31$. As $\beta_\mu\to0$ the product of $\beta_\mu$ and this factor tends to $\pi\alpha$, so the cross section approaches a constant at threshold instead of vanishing. For a prediction there, $M$ must include the repeated exchange of photons between the muons. Because the Coulomb force has a long range, \eqref{cs} is then used with that force screened at large distance, so that the muons are free long after the collision. The screening length must be taken much larger than $1/p_f$; otherwise the result depends on the screening.

\section*{Computed results}
\begin{verbatim}
INPUTS
fine-structure constant = 0.00729735
electron mass = 0.510999 MeV
muon mass = 105.65838 MeV
CM energy sqrt(s) = 300.0 MeV
conversion: 1 MeV^-2 = 3.893794e+11 nb
KINEMATICS, e+ e- -> mu+ mu-
initial momentum p_i = 149.9991 MeV
final momentum p_f = 106.4721 MeV
p_f/p_i = 0.70982
phase space per steradian = 2.247475e-03 sr^-1
total phase space, formula = 0.028243
total phase space, definition in moving frame = 0.028242
total momentum of the moving frame = 100.0 MeV
mean cos^2 of CM angle there = 0.33334
flux factor 4 p_i sqrt(s) = 179998.96 MeV^2
flux factor from velocities, moving frame = 179998.96 MeV^2
velocity-flux ratio, transverse boost 0.6 c = 1.2500
WEAK GAUSSIAN POTENTIAL (unit: range squared)
strength 2*mu*V0*range^2 = 0.010, momentum*range = 1
sigma from phase shifts = 4.844350e-04
sigma from CM formula = 4.844417e-04
CROSS SECTION AT sqrt(s) = 300 MeV
angle  0 deg: |M|^2 = 1.681828e-02, dsigma/dOmega = 81.767 nb/sr
angle 45 deg: |M|^2 = 1.469990e-02, dsigma/dOmega = 71.468 nb/sr
angle 90 deg: |M|^2 = 1.258152e-02, dsigma/dOmega = 61.169 nb/sr
total sigma = 2.195682e-09 MeV^-2
total sigma = 854.95 nb
total sigma, definition in moving frame = 854.95 nb
massless value 4 pi alpha^2/(3s) = 965.05 nb
muon-mass factor 1+2m^2/s = 1.24808
ENERGY SCAN
sqrt(s) =  212.0 MeV: p_f/p_i = 0.0802, sigma =  232.05 nb, sigma/massless = 0.1201
sqrt(s) =  250.0 MeV: p_f/p_i = 0.5343, sigma = 1007.85 nb, sigma/massless = 0.7252
sqrt(s) =  300.0 MeV: p_f/p_i = 0.7098, sigma =  854.95 nb, sigma/massless = 0.8859
sqrt(s) =  500.0 MeV: p_f/p_i = 0.9063, sigma =  342.99 nb, sigma/massless = 0.9872
sqrt(s) = 1000.0 MeV: p_f/p_i = 0.9774, sigma =   86.79 nb, sigma/massless = 0.9992
threshold = 211.3168 MeV
sigma ratio at 0.04 and 0.01 MeV above it = 1.9990
\end{verbatim}
